# Leapfrog time-step limit for the electron plasma in a silicon contact: a program that tests the result

```python
"""Leapfrog stability of a cold electron plasma in a silicon contact.

Result under test: the collisionless motion is bounded for dt < 2/omega,
omega^2 = 4 pi n/(eps m_c) in atomic units, where n is electron density,
eps relative lattice permittivity and m_c the conductivity mass.
For equally filled valleys, 1/m_c = (1/m_l + 2/m_t)/3.
Scattering with relaxation time tau multiplies the mean velocity by
r = exp(-dt/tau). Scattering before the kick gives the limit
(omega dt)^2 = 2(1+r); after the kick it gives 2(1+1/r).

The tests follow individual particles. Their field is one Fourier component
of Poisson's equation, obtained by an explicit sum over particle positions.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

bohr = sc.physical_constants["atomic unit of length"][0]
time_au_fs = sc.physical_constants["atomic unit of time"][0] * 1e15
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = bohr * 1e10

density_cm3 = 1e20
density_au = density_cm3 * 1e6 * bohr**3
density_angstrom = density_cm3 * 1e-24
permittivity = 11.7
conductivity_mass = 0.26
mass_long, mass_trans = 0.92, 0.19
tau_fs = 20.0
box_angstrom = 1000.0


def plasma_frequency(mass, eps=permittivity):
    return np.sqrt(4 * np.pi * density_au / (eps * mass))


def simulate(masses, dt_fs, steps, mode=1, per_valley=40,
             scatter=None, stop=np.inf, seed=1):
    """Return collective displacement relative to its starting value."""
    dt = dt_fs / time_au_fs
    length = box_angstrom / bohr_angstrom
    k = 2 * np.pi * mode / length
    sites = (np.arange(per_valley) + 0.5) * length / per_valley
    start = np.tile(sites, len(masses))
    mass = np.repeat(masses, per_valley)
    number = len(start)
    position = start + 1e-6 / k * np.sin(k * start)
    velocity = np.zeros(number)
    rng = np.random.default_rng(seed)
    scatter_probability = 1 - np.exp(-dt_fs / tau_fs)
    history = []
    for _ in range(steps):
        cosine, sine = np.cos(k * position), np.sin(k * position)
        cos_sum, sin_sum = cosine.sum(), sine.sum()
        history.append(-2 * cos_sum / (number * 1e-6))
        if abs(history[-1]) > stop:
            break
        # Electron charge is -1; the uniform background has no Fourier mode.
        field = (-4 * np.pi / permittivity * 2 * density_au / (number * k)
                 * (cos_sum * sine - sin_sum * cosine))
        if scatter == "before":
            velocity[rng.random(number) < scatter_probability] = 0.0
        velocity -= field / mass * dt
        if scatter == "after":
            velocity[rng.random(number) < scatter_probability] = 0.0
        position += velocity * dt
    return np.array(history)


def measured_threshold(masses, mode):
    low, high = 3.0, 12.0
    for _ in range(16):
        middle = (low + high) / 2
        path = simulate(masses, middle, 400, mode=mode, stop=1000)
        if np.max(np.abs(path)) > 1000:
            high = middle
        else:
            low = middle
    return (low + high) / 2


# Main estimate and an independent evaluation in SI units.
omega = plasma_frequency(conductivity_mass)
limit_au = 2 / omega
limit_fs = limit_au * time_au_fs
omega_si = np.sqrt(density_cm3 * 1e6 * sc.e**2 /
                   (sc.epsilon_0 * permittivity * conductivity_mass * sc.m_e))
assert abs(2e15 / omega_si / limit_fs - 1) < 1e-7
assert abs(limit_fs - 6) < 0.5

# Anisotropic valleys: threshold found without using the predicted limit.
valley_masses = [mass_long, mass_trans, mass_trans]
mass_from_valleys = 3 / (1 / mass_long + 2 / mass_trans)
valley_limit = 2 / plasma_frequency(mass_from_valleys) * time_au_fs
threshold_long = measured_threshold(valley_masses, 1)
threshold_short = measured_threshold(valley_masses, 3)
assert abs(threshold_long / valley_limit - 1) < 5e-4
assert abs(threshold_short / valley_limit - 1) < 5e-4

# Frequency from zero crossings at a useful time step.
same_masses = [conductivity_mass] * 3
small_step = 1.0
w_small = omega * small_step / time_au_fs
frequency_ratio = 2 * np.arcsin(w_small / 2) / w_small
path = simulate(same_masses, small_step, 2000)
before = np.where(path[:-1] * path[1:] < 0)[0]
crossings = before + path[before] / (path[before] - path[before + 1])
phase_step = np.pi * (len(crossings) - 1) / (crossings[-1] - crossings[0])
measured_ratio = phase_step / w_small
assert abs(measured_ratio - frequency_ratio) < 1e-4
assert abs((frequency_ratio - 1) / (w_small**2 / 24) - 1) < 0.02

# Growth above the limit.
large_step = 7.0
w_large = omega * large_step / time_au_fs
growth = (w_large / 2 + np.sqrt(w_large**2 / 4 - 1))**2
path = simulate(same_masses, large_step, 9)
measured_growth = abs(path[-1] / path[-2])
assert abs(measured_growth / growth - 1) < 1e-3

# Random scattering: particle runs on both sides of each predicted limit.
limit_before = brentq(lambda t: (omega * t / time_au_fs)**2
                      - 2 * (1 + np.exp(-t / tau_fs)), 1, 15)
limit_after = brentq(lambda t: (omega * t / time_au_fs)**2
                     - 2 * (1 + np.exp(t / tau_fs)), 1, 15)
for order, boundary in (("before", limit_before), ("after", limit_after)):
    for seed in (1, 2):
        below = simulate(same_masses, 0.96 * boundary, 120,
                         per_valley=2000, scatter=order, seed=seed)
        above = simulate(same_masses, 1.04 * boundary, 120,
                         per_valley=2000, scatter=order, stop=1000, seed=seed)
        assert np.max(np.abs(below[-10:])) < 0.1
        assert np.max(np.abs(above)) > 1000
assert limit_before < limit_fs < limit_after

unscreened_limit = 2 / plasma_frequency(conductivity_mass, 1.0) * time_au_fs
coulomb = hartree_ev * bohr_angstrom
kinetic = hartree_ev * bohr_angstrom**2
hbar_ev_fs = hartree_ev * time_au_fs

print(f"Input density: {density_cm3:.1e} cm^-3")
print(f"Density for the calculation: {density_angstrom:.1e} angstrom^-3")
print(f"Relative permittivity: {permittivity:.1f} (no unit)")
print(f"Conductivity mass: {conductivity_mass:.2f} electron masses")
print(f"Coulomb constant e^2: {coulomb:.3f} eV angstrom")
print(f"hbar^2/electron mass: {kinetic:.3f} eV angstrom^2")
print(f"hbar: {hbar_ev_fs:.4f} eV fs")
print(f"Squared plasmon energy: {(omega * hartree_ev)**2:.5f} eV^2")
print(f"Plasmon energy: {omega * hartree_ev:.4f} eV")
print(f"Leapfrog limit: {limit_fs:.3f} fs")
print(f"Leapfrog limit, converted: {limit_au:.1f} atomic time units")
print(f"Limit without lattice screening: {unscreened_limit:.3f} fs")
print(f"Longitudinal valley mass: {mass_long:.2f} electron masses")
print(f"Transverse valley mass: {mass_trans:.2f} electron masses")
print(f"Mass from valley average: {mass_from_valleys:.4f} electron masses")
print(f"Predicted limit with valley masses: {valley_limit:.3f} fs")
print(f"Simulation box length: {box_angstrom:.0f} angstrom")
print(f"Particle threshold, one wave in box: {threshold_long:.3f} fs")
print(f"Particle threshold, three waves in box: {threshold_short:.3f} fs")
print(f"Small time step: {small_step:.1f} fs")
print(f"omega dt at small step: {w_small:.4f} (no unit)")
print(f"Predicted frequency excess: {100 * (frequency_ratio - 1):.3f} percent")
print(f"Measured frequency excess: {100 * (measured_ratio - 1):.3f} percent")
print(f"Unstable time step: {large_step:.1f} fs")
print(f"omega dt at unstable step: {w_large:.4f} (no unit)")
print(f"Predicted growth per step: {growth:.3f} (factor)")
print(f"Measured growth per step: {measured_growth:.3f} (factor)")
print(f"Chosen relaxation time: {tau_fs:.1f} fs")
print(f"Limit, scattering before kick: {limit_before:.3f} fs")
print(f"Limit, scattering after kick: {limit_after:.3f} fs")
print("all good")
```

Printed output:

```
Input density: 1.0e+20 cm^-3
Density for the calculation: 1.0e-04 angstrom^-3
Relative permittivity: 11.7 (no unit)
Conductivity mass: 0.26 electron masses
Coulomb constant e^2: 14.400 eV angstrom
hbar^2/electron mass: 7.620 eV angstrom^2
hbar: 0.6582 eV fs
Squared plasmon energy: 0.04533 eV^2
Plasmon energy: 0.2129 eV
Leapfrog limit: 6.183 fs
Leapfrog limit, converted: 255.6 atomic time units
Limit without lattice screening: 1.808 fs
Longitudinal valley mass: 0.92 electron masses
Transverse valley mass: 0.19 electron masses
Mass from valley average: 0.2583 electron masses
Predicted limit with valley masses: 6.163 fs
Simulation box length: 1000 angstrom
Particle threshold, one wave in box: 6.163 fs
Particle threshold, three waves in box: 6.164 fs
Small time step: 1.0 fs
omega dt at small step: 0.3235 (no unit)
Predicted frequency excess: 0.441 percent
Measured frequency excess: 0.441 percent
Unstable time step: 7.0 fs
omega dt at unstable step: 2.2642 (no unit)
Predicted growth per step: 2.765 (factor)
Measured growth per step: 2.765 (factor)
Chosen relaxation time: 20.0 fs
Limit, scattering before kick: 5.782 fs
Limit, scattering after kick: 6.778 fs
all good
```
